Nickel Diffusion Time Across 100 nm of Silicon

**1. Why the time scale matters**

Suppose a silicon film 100 nm thick touches a nickel source during a short anneal. Without an estimate of the diffusion time, one cannot say whether dissolved nickel stays near the source or reaches the far face. With an estimate whose meaning is unclear, one may make the opposite error and take the arrival of a few atoms for the growth of a silicide layer. At the equilibrium solubility used in section 9, supplying the nickel of a 10 nm metal film by dissolved atoms crossing the silicon would take more than nine powers of ten longer than the diffusion time.

For diffusivity D and thickness L the scale is

τ = L²/D.

With L = 100 nm = 1×10⁻⁵ cm and D = 1×10⁻⁶ cm²/s,

τ = (1×10⁻⁵ cm)² / (1×10⁻⁶ cm²/s) = 1×10⁻⁴ s = 100 µs.

The number multiplying τ depends on what is meant by "across". The model that fixes it has uncharged, untrapped interstitial nickel, a dilute solution, constant D and motion along one axis.

**2. From jumps to the diffusion equation**

Take the x axis along [001]. An interstitial atom on a tetrahedral site has four neighbouring sites, two one plane higher and two one plane lower. The plane spacing is b = a/4, with a the lattice constant. All four jumps are equally likely, so successive steps ±b are independent and their cross terms average to zero. At total jump rate Γ,

⟨x²⟩ = Γ t b².

Each plane sends atoms to either neighbouring plane at rate w = Γ/2. The balance for plane i is

dcᵢ/dt = w (cᵢ₊₁ − 2cᵢ + cᵢ₋₁).

When c varies slowly from plane to plane, the bracket is b² ∂²c/∂x² to leading order. Hence

∂c/∂t = D ∂²c/∂x²,  D = w b² = Γb²/2.

Put x = Ly and t = τs. Both sides then carry the factor D/L², which cancels:

∂c/∂s = ∂²c/∂y².

No parameter is left, so with initial and boundary conditions that introduce no other length or time, every characteristic time is a pure number times τ.

**3. Filling of the far face**

Let the source hold c = Cs at x = 0, let the face x = L be impermeable, and let the film start free of nickel. The unfilled fraction u = 1 − c/Cs obeys the same equation, with

u(0,t) = 0,  ∂u/∂x = 0 at x = L,  u(x,0) = 1.

A product solution that vanishes at x = 0 and decays in time is sin(κx) exp(−Dκ²t). Zero slope at L requires cos(κL) = 0, so

κₙ = (2n+1)π/(2L),  n = 0, 1, 2, ...

These sines are orthogonal on the film, and the integral of sin²(κₙx) is L/2. Projecting the initial value 1 gives the coefficients

Aₙ = (2/L) ∫₀ᴸ sin(κₙx) dx = (2/L)[1 − cos(κₙL)]/κₙ = 4/[(2n+1)π].

At the far face sin(κₙL) = (−1)ⁿ. With q = exp[−π²t/(4τ)], the n-th exponential is q raised to the power (2n+1)², and

c(L,t)/Cs = 1 − (4/π)(q − q⁹/3 + q²⁵/5 − ...).

**4. Late times: leading term and first correction**

At late times q is small and the first term dominates. The second is smaller by the factor q⁸/3. To find when the filling reaches f, define

v = π(1−f)/4 = q − q⁹/3 + ...

To leading order q = v. Putting this into the small term gives q = v + v⁹/3. Since t = −(4τ/π²) ln q and ln(1 + v⁸/3) ≈ v⁸/3,

t_f = (4τ/π²)[ln(1/v) − v⁸/3 + ...].

For f = 0.5, v = π/8 = 0.393. The leading term gives 37.9 µs. The correction is −(4τ/π²)(1.9×10⁻⁴), or about −0.008 µs, a relative change of two parts in ten thousand. For f = 0.9, v = 0.0785 and the correction is negligible. The result is

t₉₀ = (4τ/π²) ln(12.73) = 1.03 τ = 103 µs.

Thus τ itself is close to the 90 % filling time. At t = τ the filling is 0.892.

The leading late-time term fails early on. At 10 µs it gives a filling of 0.005. Including the q⁹ term raises this to 0.051, which agrees with the full series to the digits shown. Here the "correction" supplies most of the answer. At still earlier times q approaches 1 and more and more terms are needed, so a different expansion is better suited.

**5. Early times: the opposite limit**

In a half-space with its surface held at Cs, the solution is c/Cs = erfc[x/(2√(Dt))], where erfc is the complementary error function. To make the slope vanish at x = L, add its mirror image about L:

c/Cs ≈ erfc[x/(2√(Dt))] + erfc[(2L−x)/(2√(Dt))].

At x = 0 this exceeds 1 by erfc[L/√(Dt)]. Subtracting erfc[(2L+x)/(2√(Dt))] removes the excess, and subtracting its mirror image, erfc[(4L−x)/(2√(Dt))], restores zero slope at L. At the far face the two pairs give

c(L,t)/Cs ≈ 2 erfc[L/(2√(Dt))] − 2 erfc[3L/(2√(Dt))].

The second term is the first correction. At 10 µs the leading term is 2 erfc(1.58) = 0.051 and the correction is negligible. At 50 µs the leading term is 0.6346 and the correction is −0.0054, giving 0.629. The late-time leading term also gives 0.629 at 50 µs. The two expansions therefore overlap near τ/2, and together they cover the whole filling curve.

**6. Mean crossing time and the effect of atomic planes**

Now follow one atom released at x = 0, with that face reflecting and x = L the exit. Let T(x) be its mean remaining time. During a short time dt the atom moves by δ, with ⟨δ⟩ = 0 and ⟨δ²⟩ = 2D dt. Therefore

T(x) = dt + ⟨T(x+δ)⟩ = dt + T(x) + D T″(x) dt,

so D T″ = −1. With T′(0) = 0 and T(L) = 0,

T(x) = (L² − x²)/(2D),  T(0) = τ/2 = 50 µs.

The probability of having crossed by time t obeys the filling problem of section 3 with the two faces interchanged. The filling curve is therefore also the curve of crossed atoms: about 63 % have crossed by 50 µs. The median, 37.9 µs, lies below the mean because slow atoms form a long tail.

The first correction for finite plane spacing can also be found. Count planes i = 1, ..., N from the exit, with T₀ = 0 and an atom on plane N able to jump only towards the exit. The interior equation is

w(Tᵢ₋₁ − 2Tᵢ + Tᵢ₊₁) = −1.

Let dᵢ = Tᵢ − Tᵢ₋₁. The interior equation becomes dᵢ = dᵢ₊₁ + 1/w, and the last plane gives d_N = 1/w. Hence dᵢ = (N+1−i)/w, and summing from 1 to N gives

T_N = N(N+1)/(2w) = (N²b²/2D)(1 + 1/N).

The spacing is 0.1358 nm and N = 737, so the relative correction is 0.14 %. The walk over planes gives 50.13 µs. About half of the 0.13 µs excess is the 1/N term; the rest comes from rounding the film up to a whole number of planes. For times of order τ the continuum is a good approximation because the film contains many planes; an atom makes about 1.08×10⁶ jumps during τ.

**7. Traps and electric drift**

Let free atoms be captured at rate α and released at rate ρ. A trapped atom waits 1/ρ on average and then continues from the same place, so T_trap = T + 1/ρ. For a free atom

D T″ + α(T_trap − T) = −1,

which gives D T″ = −(1 + K) with K = α/ρ. The mean time is multiplied by 1 + K, whatever the separate rates. The median follows this factor only when capture is frequent, ατ ≫ 1; when ατ is below about one, most atoms cross uncaptured and a few long waits carry the mean. In equilibrium K is the ratio of trapped to free atoms. For nearly empty traps of density Nt and binding energy Eb, among interstitial sites of density Ns,

K = (Nt/Ns) exp[Eb/(k_B T_K)],

where T_K is the temperature. Chosen values Nt = 1×10¹⁸ cm⁻³ and Eb = 0.8 eV, at k_B T_K = 0.0618 eV, give K = 8.32. The mean time becomes 9.32 × 50 µs = 466 µs. Because Eb stands in an exponent, this illustrates the sensitivity and does not predict a particular wafer.

If the atom carried one charge and met a uniform potential drop V, its drift speed would be Dp/L, with p = QV/(k_B T_K), Q the charge, positive when the field helps. The mean displacement adds a term to the equation:

D T″ + (Dp/L) T′ = −1.

With T′(0) = 0, one integration gives

T′(x) = −(L/(Dp))[1 − exp(−px/L)].

Integrating from 0 to L with T(L) = 0 gives

T(0) = τ[1/p − (1 − e^(−p))/p²].

For small p this is τ(1/2 − p/6 + ...), so a helping field shortens the time, as it should. A chosen drop of 0.1 V has |p| = 1.62. The time is 31.2 µs with the field helping and 92.6 µs with it opposing. The uniform field is an idealisation: at this temperature thermally generated carriers screen a built-in potential over roughly a few tens of nanometres, less than L, so these numbers show only the size of the effect.

**8. The numbers beside a real silicide anneal**

Nickel silicide anneals use temperatures of a few hundred degrees Celsius. To place the given D on that scale, write D = D0 exp[−Em/(k_B T_K)] and solve:

k_B T_K = Em/ln(D0/D).

Rough parameters D0 = 2×10⁻³ cm²/s and Em = 0.47 eV give 0.47 eV/7.60 = 0.0618 eV, or 718 K. At fixed thickness, τ is 177 µs when the film is 50 K colder and 61 µs when it is 50 K hotter. A second rough set, 2×10⁻⁴ cm²/s and 0.15 eV, gives τ = 5.7 µs at the same 718 K. The choice of diffusivity therefore changes the time by a factor of about 18, far more than the choice between the mean, 50 % and 90 % times does, and "100 µs" should be read as belonging to the stated D. Treating the source face as immobile is justified while the silicide front is much slower than 10⁴ nm/s, the speed that would move it 1 nm, one per cent of L, during τ. A front at 1 nm/s advances 1×10⁻⁴ nm; a very thin silicide layer can grow much faster than that. Holding the concentration there at Cs is a separate assumption, which requires exchange at the contact to be fast compared with diffusion across the film.

**9. Why this is not the silicide formation time**

Suppose the far face consumes every arriving nickel atom. This gives the largest possible flux for a given Cs, since a silicide growing there would hold c at its own solubility and not at zero. In steady state c falls linearly from Cs to zero, and the flux is

J = D Cs/L.

A rough solubility extrapolated to 718 K, for silicon in equilibrium with nickel disilicide, is Cs = 2×10¹² cm⁻³. Then J = (1×10⁻⁶)(2×10¹²)/(1×10⁻⁵) = 2×10¹¹ cm⁻² s⁻¹. A 10 nm nickel film holds n = 9.13×10¹⁶ atoms per cm², so delivering its contents takes

t_supply = n/J = 4.6×10⁵ s = 5.3 days.

The ratio to the diffusion time is

t_supply/τ = (nL/(D Cs))(D/L²) = n/(Cs L) = 4.6×10⁹.

D has cancelled. The ratio compares the nickel in the metal film with the nickel that saturated silicon can hold, so a faster diffusivity shortens both times by the same factor. With the second parameter set the supply still takes 2.6×10⁴ s. At this solubility, dissolved nickel crossing the silicon cannot build an ordinary silicide film in a short anneal. The supply time varies as 1/Cs, and bare nickel metal, before a silicide separates it from the silicon, could hold a much higher concentration at the contact. A contact concentration of 1.5×10¹⁶ cm⁻³, a nickel chemical potential 0.55 eV higher at 718 K, would cut the supply time to one minute. The estimate does not cover that initial stage, and it belongs to 718 K, because the solubility rises steeply with temperature. A silicide film at the contact can instead grow by nickel moving through the silicide itself, where nickel is a main constituent and not a trace solute.

The same solubility limits the meaning of c. A 100 nm cube of saturated silicon contains on average 0.002 nickel atoms. The filling curve is an average over a large area or many films, and 100 µs is the time scale on which that average responds. The numerical output below lists the main values used here.

Calculated quantities

```
film thickness L = 100 nm
diffusivity D = 1.0e-06 cm2/s
time scale L^2/D = 1.00e-04 s = 100.0 us
mean crossing time L^2/(2D) = 50.0 us
mean crossing time, walk over planes = 50.13 us
time to 50 % at far face = 37.9 us
time to 90 % at far face = 103.1 us
90 % time in units of L^2/D = 1.031
far-face filling at 10 us: series 0.051, walk 0.050
far-face filling at 50 us: series 0.629, walk 0.628
far-face filling at 100 us: series 0.892, walk 0.891
far-face filling at 200 us: series 0.991, walk 0.991
interstitial plane spacing b = 0.1358 nm
number of planes in film = 737
jump rate = 1.08e+10 1/s
mean number of jumps in L^2/D = 1.08e+06
rough set A: D0 = 2e-03 cm2/s, Em = 0.47 eV
temperature for D, set A = 718 K = 444 C
thermal energy kT there = 0.0618 eV
L^2/D 50 K colder, set A = 177 us
L^2/D 50 K hotter, set A = 61 us
L^2/D at 300 K, set A = 3.9 s
rough set B: D0 = 2e-04 cm2/s, Em = 0.15 eV
temperature for D, set B = 329 K
D at 718 K, set B = 1.77e-05 cm2/s
L^2/D at 718 K, set B = 5.7 us
chosen traps: 1e+18 cm-3, binding 0.8 eV
interstitial site density = 4.99e+22 cm-3
trapped-to-free ratio K = 8.32
mean crossing time with traps = 466 us
chosen potential drop = 0.1 V, qV/kT = 1.62
mean crossing time, drift helping = 31.2 us
mean crossing time, drift opposing = 92.6 us
rough solubility Cs = 2e+12 cm-3
mean Ni atoms in a 100 nm cube = 2.0e-03
steady flux D Cs/L = 2.0e+11 1/(cm2 s)
nickel film: 10 nm, rough density 8.9 g/cm3
nickel molar mass = 58.7 g/mol
nickel film areal density = 9.13e+16 cm-2
supply time = 4.6e+05 s = 5.3 days
supply time / (L^2/D) = 4.6e+09
supply time with set B diffusivity = 2.6e+04 s
rough silicide front speed = 1 nm/s
front motion during L^2/D = 1.0e-04 nm
```
